# Detailed balance fixes the slope of linear hop-barrier rules

## Definitions and conventions

A state \(i\) is a complete arrangement of adatoms on a lattice, with energy \(E_i\). A hop moves one atom and takes \(i\) to \(j\). Its energy change is

\[
D = E_j - E_i ,
\]

so \(D>0\) is uphill, and the reverse hop has energy change \(-D\). The rate is

\[
k_{ij} = \nu\, e^{-B(D)/kT},\qquad B(D)=E_0+\alpha D ,
\]

where \(k\) without indices is Boltzmann's constant. The linear rule uses the same \(\nu\), \(E_0\) and \(\alpha\) for a hop and its reverse. The number of atoms is fixed; deposition and desorption are separate processes.

The target distribution is \(p_i\propto e^{-E_i/kT}\). Using the energy here, and one \(\nu\) for both directions, assumes that the states have no difference in vibrational entropy. This assumption is lifted below. Detailed balance means that the traffic between each pair of connected states cancels in equilibrium:

\[
e^{-E_i/kT}k_{ij}=e^{-E_j/kT}k_{ji}.
\]

## The condition on the slope

Insert the rates, cancel \(\nu\), and take logarithms:

\[
-\frac{E_i}{kT}-\frac{B(D)}{kT}=-\frac{E_j}{kT}-\frac{B(-D)}{kT}.
\]

Multiplication by \(-kT\) gives \(E_i+B(D)=E_j+B(-D)\). Each side is an initial energy plus a barrier, which is the energy of the saddle point. Detailed balance therefore says that both hops cross a saddle of the same height. Rearranged,

\[
B(D)-B(-D)=D. \tag{1}
\]

For the linear rule the left side is

\[
(E_0+\alpha D)-(E_0-\alpha D)=2\alpha D ,
\]

and (1) becomes

\[
(2\alpha-1)D=0 .
\]

This holds if and only if \(\alpha=1/2\) or \(D=0\). A single hop with nonzero \(D\) is enough to fix \(\alpha\); no range of energy changes is needed. The constant \(E_0\) has dropped out. It may differ from one pair of states to another, for instance between terrace and edge hops, provided that both directions of a pair share the same value.

A physical barrier must not be negative in either direction. At \(\alpha=1/2\) this requires \(E_0+D/2\ge0\) and \(E_0-D/2\ge0\), that is

\[
|D|\le 2E_0 .
\]

Outside this range the formula still satisfies (1), but it no longer describes a saddle.

## What a wrong slope simulates

Let \(w_i=e^{-2\alpha E_i/kT}\). Then

\[
w_i k_{ij}=\nu\exp\!\left[-\frac{2\alpha E_i+E_0+\alpha(E_j-E_i)}{kT}\right]
=\nu\exp\!\left[-\frac{E_0+\alpha(E_i+E_j)}{kT}\right].
\]

The last form is unchanged when \(i\) and \(j\) are exchanged, so \(w_ik_{ij}=w_jk_{ji}\). The weights \(w_i\) are therefore stationary. If every state can be reached from every other, the stationary distribution is unique, and it is this one. For \(\alpha>0\) it is a Boltzmann distribution at

\[
T_{\rm eff}=\frac{T}{2\alpha}. \tag{2}
\]

A slope below one half makes the surface too hot, and a slope above one half makes it too cold. At \(\alpha=0\) all states are equally likely, at \(\alpha=1\) the effective temperature is \(T/2\), and a negative \(\alpha\) favours high energies. Equation (2) concerns populations. For the kinetics, compare the faulty rates at \(T\) with the correct rates, slope one half, at \(T_{\rm eff}\). Their ratio is \(e^{-(1-2\alpha)E_0/kT}\), which does not depend on \(D\). If all hops share one \(E_0\), the run therefore visits states with the same probabilities as the intended surface at \(T_{\rm eff}\), and only its clock is wrong, by this constant factor. If \(E_0\) differs between pairs of states, or if deposition competes with the hops, the relative rates are changed as well, and the run is in general not a simulation of the intended surface at \(T_{\rm eff}\).

The faulty chain is reversible with respect to its own stationary weights, so it carries no net currents. A search for circulating currents cannot reveal the error. A comparison of populations with the intended Boltzmann weights can.

## Prefactors do not repair the slope

Allow different prefactors \(\nu_f\) and \(\nu_r\) for the two directions, and a temperature-independent entropy difference \(\Delta S=S_j-S_i\). The target ratio is then \(p_j/p_i=e^{\Delta S/k}e^{-D/kT}\). Detailed balance equates it to \(k_{ij}/k_{ji}\):

\[
\frac{\nu_f}{\nu_r}e^{-2\alpha D/kT}=e^{\Delta S/k}e^{-D/kT}
\quad\Rightarrow\quad
\frac{\nu_f}{\nu_r}=e^{\Delta S/k}\,e^{-(1-2\alpha)D/kT}.
\]

If the prefactors do not depend on temperature, the right side must be the same at two temperatures \(T_1\ne T_2\). Its logarithms differ by \((1-2\alpha)D\,(1/kT_2-1/kT_1)\), which vanishes only for \(\alpha=1/2\) or \(D=0\). Entropy belongs in the prefactor ratio, \(\nu_f/\nu_r=e^{\Delta S/k}\), and leaves the slope at one half.

Prefactors tuned at one temperature \(T_0\) hide the fault there. For \(\Delta S=0\) they add the factor \(e^{-(1-2\alpha)D/kT_0}\) to the rate ratio, so that at another temperature \(T\) the populations follow

\[
\frac1{T_*}=\frac{2\alpha}{T}+\frac{1-2\alpha}{T_0}.
\]

With \(\alpha=0.3\), \(T_0=500\) K and \(T=600\) K this gives \(1/T_*=0.0010+0.0008\) K\(^{-1}\), or \(T_*\approx556\) K instead of 600 K.

## Rules that are allowed

Any function is the sum of its odd and even parts:

\[
B(D)=\tfrac12[B(D)-B(-D)]+\tfrac12[B(D)+B(-D)].
\]

By (1) the first part is \(D/2\). The general solution is therefore

\[
B(D)=\frac D2+S(D),\qquad S(-D)=S(D). \tag{3}
\]

More generally, \(S\) may be any quantity that belongs to the unordered pair of states. Three cases matter in practice.

**Curved barriers.** Let the initial and final wells be equal parabolas along a scaled hop coordinate \(x\), namely \(\lambda x^2\) and \(\lambda(x-1)^2+D\). They cross where

\[
\lambda x^2=\lambda x^2-2\lambda x+\lambda+D
\quad\Rightarrow\quad x=\frac{\lambda+D}{2\lambda}.
\]

The crossing lies between the two minima for \(|D|<\lambda\). Its height above the initial minimum is

\[
B=\lambda x^2=\frac{(\lambda+D)^2}{4\lambda}=\frac\lambda4+\frac D2+\frac{D^2}{4\lambda}.
\]

Setting \(D=0\) identifies \(E_0=\lambda/4\), so

\[
B=E_0+\frac D2+\frac{D^2}{16E_0},\qquad |D|<4E_0 .
\]

The added term is even, as (3) requires. The secant slope measured from \(D=0\) is

\[
\frac{B(D)-E_0}{D}=\frac12+\frac{D}{16E_0}.
\]

It exceeds one half for uphill hops and falls below it for downhill hops. A line fitted to uphill barriers alone can therefore have a slope other than one half without any conflict with detailed balance. The conflict arises when that slope is also applied to the reverse hops.

**Different slopes for the two directions.** Suppose that hops with \(D>0\) use \(E_0+\alpha D\). Equation (1) then dictates the reverse barrier:

\[
B(-D)=B(D)-D=E_0-(1-\alpha)D=E_0+(1-\alpha)(-D).
\]

Downhill hops must use the slope \(1-\alpha\). For \(0\le\alpha<1\) the downhill barrier stays non-negative if \(|D|\le E_0/(1-\alpha)\). The same algebra applies when the directions are told apart by the kind of process, such as attachment and detachment, instead of the sign of \(D\).

**Counting initial bonds.** Let each nearest-neighbour bond lower the energy by \(\phi\). Let the moving atom have \(n_i\) neighbours before the hop and \(n_f\) after it, so that \(D=(n_i-n_f)\phi\). The rule \(B=E_0+n_i\phi\) gives a forward minus reverse difference of \((n_i-n_f)\phi=D\), as required. It can be written

\[
E_0+n_i\phi=\frac D2+\left[E_0+\frac{(n_i+n_f)\phi}{2}\right],
\]

where the bracket is symmetric in the two end points. This rule is valid although it contains no visible factor of one half, because its barrier is not a function of \(D\) alone.

## Clipping negative barriers

When \(|D|>2E_0\), the linear rule with \(\alpha=1/2\) gives a negative downhill barrier. Replacing it by zero, \(B=\max(0,E_0+D/2)\), breaks detailed balance. For \(D>2E_0\),

\[
B(D)-B(-D)=\left(E_0+\frac D2\right)-0=D-\left(\frac D2-E_0\right).
\]

The uphill barrier is too low by \(D/2-E_0\). The remedy is

\[
B(D)=\max\left(0,\;D,\;E_0+\frac D2\right). \tag{4}
\]

For \(D>2E_0\) we have \(D>E_0+D/2\), so the uphill barrier is \(D\), the downhill barrier is zero, and their difference is \(D\). For \(|D|\le2E_0\) the third entry is the largest in both directions and the linear rule is unchanged. Physically, (4) prevents the saddle from lying below the higher of the two states.

Unlike a wrong slope, the faulty clip can drive currents. Take three atoms at \((0,0)\), \((1,0)\), \((0,1)\), with any fourth atom out of contact, and \(E_0<\phi<2E_0\). Consider four hops:

1. \((0,0)\to(-1,0)\) breaks two bonds, \(D=2\phi\).
2. \((0,1)\to(0,2)\) has \(D=0\).
3. \((-1,0)\to(0,0)\) forms one bond, \(D=-\phi\).
4. \((0,2)\to(0,1)\) forms one bond, \(D=-\phi\).

The arrangement is restored. The clip acts only on the reverse of the first hop, whose barrier \(E_0-\phi\) is negative and is set to zero. The product of forward over reverse rates around the cycle is

\[
e^{-(E_0+\phi)/kT}\cdot1\cdot e^{\phi/kT}\cdot e^{\phi/kT}=e^{(\phi-E_0)/kT}\ne1 .
\]

Under detailed balance each rate ratio equals a ratio of populations, and these cancel around a closed cycle, leaving one. No distribution can therefore balance these rates pair by pair.

## Worked example: four adatoms

Four adatoms occupy a periodic \(5\times5\) square lattice and hop to empty nearest-neighbour sites. The energy is \(-\phi\) times the number \(b\) of bonds, with \(E_0=0.45\) eV, \(\phi=0.20\) eV, \(\nu=3\times10^{12}\) s\(^{-1}\) and \(T=500\) K, so \(kT=0.04309\) eV. Arrangements that differ by a translation are grouped into 506 classes of equal size. The numbers of classes with \(b=0,1,2,3,4\) are 154, 218, 115, 18 and 1. The single class with four bonds is the compact square.

For \(\alpha=0.5\), breaking one bond costs \(0.45+0.10=0.55\) eV, and the reverse hop costs \(0.45-0.10=0.35\) eV. The rates are \(8.578\times10^6\) and \(8.898\times10^8\) s\(^{-1}\). Their ratio, \(r=9.640\times10^{-3}\), equals the Boltzmann factor \(e^{-\phi/kT}\). For general \(\alpha\), \(r=e^{-2\alpha\phi/kT}\), and the probability of the square is

\[
P_{\rm sq}=\frac{1}{1+18r+115r^2+218r^3+154r^4}.
\]

At \(\alpha=0.5\) the denominator is \(1+0.1735+0.0107+0.0002=1.1844\), where the omitted term \(154r^4\) is negligible, and \(P_{\rm sq}=0.844\). With \(E_0\), \(\phi\), \(\nu\) and \(T\) held fixed, the slopes compare as follows.

| \(\alpha\) | \(T_{\rm eff}\) (K) | \(r\) | \(P_{\rm sq}\) | Mean bonds | Isolated atoms |
|---|---|---|---|---|---|
| 0.3 | 833 | 0.0617 | 0.384 | 3.174 | 0.172 |
| 0.5 | 500 | 0.00964 | 0.844 | 3.835 | 0.00724 |
| 0.7 | 357 | 0.00151 | 0.973 | 3.973 | 0.000196 |

The last column is the mean number of atoms without a nearest neighbour. These values come from solving the stationary master equation built from the rates, without assuming detailed balance. The populations agree with (2) in all three cases. Kinetic Monte Carlo runs with the same rates gave mean bond numbers of \(3.173\pm0.005\), \(3.837\pm0.002\) and \(3.9729\pm0.0005\), where the uncertainties are standard errors.

The number of isolated atoms is the most sensitive entry. Going from \(\alpha=0.5\) to 0.3 multiplies it by 23.7, although \(r\) grows only by 6.40. An arrangement with an isolated atom has at most two bonds, because the other three atoms can form no more. The weight of a two-bond state relative to the square grows by \(6.40^2=41.0\), while \(P_{\rm sq}\) falls by the factor \(0.384/0.844=0.455\). The product is 18.7, and states with fewer bonds grow faster still and supply the rest. These numbers belong to the \(5\times5\) cell. Four atoms on a \(10\times10\) lattice give \(P_{\rm sq}=0.140\) at \(\alpha=0.3\) and 0.802 at \(\alpha=0.5\), and the factor for isolated atoms is 20.2. In a growth simulation the density of free adatoms also depends on deposition, so this factor does not carry over directly.

The largest downhill step is \(D=-3\phi=-0.60\) eV. Its barrier is 0.15 eV, or 3.5 \(kT\), at \(\alpha=0.5\), but only 0.03 eV, or 0.70 \(kT\), at \(\alpha=0.7\). Separate, thermally activated hops require a barrier well above \(kT\). The fastest rate at \(\alpha=0.7\) is therefore formal, and that row illustrates the algebra of the rule, not a credible surface.

The prefactor repair behaves as derived. For a hop that breaks one bond at \(\alpha=0.3\) the required ratio \(\nu_f/\nu_r\) is 0.156 at 500 K and 0.213 at 600 K. With the 500 K prefactors kept at 600 K, the largest error in the logarithm of a class probability is 1.15, a factor of about 3. Using slope 0.3 uphill and 0.7 downhill instead restores the Boltzmann populations to rounding error.

For the clip, raise the bond to \(\phi=0.60\) eV at the same \(E_0\) and \(T\). Every hop out of the square breaks two bonds and forms none, so \(D=1.20\) eV exceeds \(2E_0=0.90\) eV. The eight exits are equivalent by symmetry, and balance at the square fixes its population relative to a neighbouring state. The clipped rule changes that ratio by

\[
e^{-(D/2-E_0)/kT}=e^{-0.15/0.04309}=0.031 .
\]

The states next to the square are thus about 32 times too populated relative to it. The square itself still holds 99.95 percent of the population. The share of all other arrangements rises from \(1.6\times10^{-5}\) to \(5.2\times10^{-4}\), and the probabilities of some classes are wrong by a factor of about \(10^6\). On eight links between classes the net flux reaches 0.998 of the total two-way traffic, so these links are nearly one-way. Their traffic lies more than ten orders of magnitude below that of the busiest link, so a simulation would hardly ever sample it. Rule (4) restores the Boltzmann populations to rounding error. Both rules contain zero barriers at this bond strength, so this case too illustrates the algebra and not a surface of activated hops.

## Relation to real surfaces

The parameters are round values in the rough regime of homoepitaxy on the (100) face of a soft fcc metal, where hop barriers are a few tenths of an eV. The temperature is on the warm side for such growth. It was chosen so that arrangements other than the compact square hold an appreciable share of the population, about 16 percent at \(\alpha=0.5\).

Real adatoms do not interact through nearest-neighbour bonds alone. A diagonal attraction of 0.02 eV, a rough size, raises \(P_{\rm sq}\) from 0.844 to 0.877 at \(\alpha=0.5\). A twofold prefactor ratio between two states acts like an energy shift of \(kT\ln2=0.030\) eV. Parabolic curvature adds 0.022 eV to the barrier at \(|D|=0.40\) eV and multiplies the rate by 0.60 in both directions, so it changes the kinetics but not the equilibrium. Wigner's estimate of tunnelling, with \(\nu\) taken as the barrier frequency, raises the rates by 0.35 percent.

Deposition at 0.01 layer per second brings 0.25 atoms per second to this lattice, while the square breaks at \(6.7\times10^6\) s\(^{-1}\). With a rough desorption energy of 2.0 eV, an atom leaves at about \(2\times10^{-8}\) s\(^{-1}\). The slowest relaxation rate among the classes at \(\alpha=0.5\) is \(9.5\times10^6\) s\(^{-1}\). Treating the atom number as fixed between arrivals is therefore sound in this model. These rates rest on one \(E_0\) for terrace and edge hops and on single-atom hops only, so they are not rates for a particular metal. At lower temperature or higher flux the surface may not equilibrate between arrivals. Condition (1) still applies to the hops, because their rates depend on the surface and its temperature and not on the flux.

## Implementation

- Compute \(D\) from the same energy function that defines the intended equilibrium, and count neighbours at the new site with the moving atom removed from the old one. If the atom is counted as its own neighbour, every barrier of the linear rule drops by \(\alpha\phi\). For the linear rule without clipping this changes the rates but not the populations, so the histogram test below does not reveal it. Where a clip such as (4) acts, the populations change as well.
- Assign \(E_0\) to the unordered pair of end states. In the rule \(E_0+D/2\), an \(E_0\) looked up from the initial site alone generally differs between the two directions and then violates (1). The bond-counting rule \(E_0+n_i\phi\) is no exception to this: it has no separate term \(D/2\), and its \(E_0\) is the same in both directions.
- For each kind of hop, evaluate both barriers and confirm that \(B(D)-B(-D)-D\) vanishes to rounding error. This detects a wrong slope and an asymmetric \(E_0\). It also detects a faulty clip, provided that hops with \(|D|>2E_0\) are among those tested.
- If a fit to uphill barriers gives \(\alpha\ne1/2\), use \(1-\alpha\) for the reverse hops and keep the fitted intercept as \(E_0\) in both directions, or fit the even function \(S\) in (3).
- Switch off deposition and desorption, run at fixed atom number on a small lattice, and compare the bond-number histogram with the Boltzmann weights, each multiplied by the number of arrangements with that bond number. Weight each visited state by its residence time; a count per hop over-represents states that are left quickly. Suppose that the linear rule is used with one slope for both directions, a symmetric \(E_0\), equal prefactors, and the intended \(D\) and \(T\). A histogram that fits a temperature \(T_{\rm eff}\ne T\) then corresponds to a slope \(\alpha=T/(2T_{\rm eff})\). Without these conditions other faults can imitate a wrong slope. With the correct slope of one half, for example, a bond energy in \(D\) that is 20 percent too small gives the same histogram as a slope of 0.4. An \(E_0\) that grows linearly with the number of initial neighbours also shifts the fitted temperature.

The full numerical output follows.

## Numbers as computed

```
E0 = 0.45 eV, bond = 0.20 eV, T = 500 K
prefactor = 3.0e+12 1/s, kT = 0.04309 eV
translation classes = 506
classes with 0,1,2,3,4 bonds = [154, 218, 115, 18, 1]
alpha 0.00: max |ln(p/p_Boltzmann)| = 13
alpha 0.25: max |ln(p/p_Boltzmann)| = 8
alpha 0.50: max |ln(p/p_Boltzmann)| = 3.6e-15
alpha 0.75: max |ln(p/p_Boltzmann)| = 9.1
alpha 1.00: max |ln(p/p_Boltzmann)| = 18
alpha = 0.3: T_eff = 833.3 K
  one-bond barriers: break 0.51, form 0.39 eV
  rates: break 2.170e+07, form 3.516e+08 1/s
  break/form ratio = 6.172e-02
  mean bonds: master eq. 3.1739
  mean bonds: KMC 3.1729 +- 0.0054
  P(square) = 0.3842, isolated = 1.716e-01
  lowest barrier = 0.27 eV = 6.27 kT
alpha = 0.5: T_eff = 500.0 K
  one-bond barriers: break 0.55, form 0.35 eV
  rates: break 8.578e+06, form 8.898e+08 1/s
  break/form ratio = 9.640e-03
  mean bonds: master eq. 3.8349
  mean bonds: KMC 3.8372 +- 0.0022
  P(square) = 0.8443, isolated = 7.239e-03
  lowest barrier = 0.15 eV = 3.48 kT
alpha = 0.7: T_eff = 357.1 K
  one-bond barriers: break 0.59, form 0.31 eV
  rates: break 3.390e+06, form 2.251e+09 1/s
  break/form ratio = 1.506e-03
  mean bonds: master eq. 3.9731
  mean bonds: KMC 3.9729 +- 0.0005
  P(square) = 0.9734, isolated = 1.956e-04
  lowest barrier = 0.03 eV = 0.70 kT
Boltzmann break/form ratio = 9.640e-03
isolated adatoms, alpha 0.3 over 0.5 = 23.71
alpha 0.3 needs prefactor ratio 0.1562 at 500 K
alpha 0.3 needs prefactor ratio 0.2128 at 600 K
ratio tuned at 500 K: max log error at 600 K = 1.147
slopes 0.3 up, 0.7 down: max log error = 4e-15
parabolas, |D| = 0.4 eV: secant slopes 0.5556 up, 0.4444 down
bond 0.60 eV, clip at 0: square/neighbour ratio x 0.0308
  largest relative net flux = 0.998
  repaired clip: max log error = 7e-15
Neglected effects (alpha = 0.5):
  diagonal attraction 0.02 eV: P(square) = 0.8773
  prefactor ratio 2 acts as 0.0299 eV
  curvature at D = 0.4 eV: 0.0222 eV, rate x 0.597
  tunnelling factor (Wigner) = 1.0035
  square breaks at 6.74e+06 1/s
  arrivals at 0.01 layer/s: 0.25 1/s on the lattice
  desorption at 2.0 eV: 2.1e-08 1/s per atom
```
